Why a band-edge mass fails deep in an interlayer's gap

**Question**

I am modelling a metal contact to n⁺ silicon with a 1 nm insulating layer in between. The layer has a gap of about 5 eV, and electrons at the Fermi level cross it about 2 eV below its conduction edge. The conduction-band mass is 0.4 m₀, so I put κ = √(2mε)/ħ into exp(−2κd). A colleague objects that this mass belongs to the band edge and says nothing about the middle of the gap. But a mass is a material constant, so why can't I use it there? And if the parabola is wrong, is the true decay faster or slower, and does it matter for 1 nm?

**Answer**

The mass is a constant, but what it describes is local. It is the curvature of E(k) at the conduction edge. Your formula continues that curvature to negative k²,

κ_par² = 2m_c ε/ħ²,

where ε is the depth below the conduction edge E_c and the wave amplitude falls as exp(−κx). This κ_par keeps growing with depth. Yet at the valence edge E_v a propagating state exists again, so for two bands joined through the gap κ must return to zero there. The parabola contains no information about the valence band, and that is what it lacks deep in the gap.

**The dispersion with both bands**

Take one conduction and one valence band, coupled along the tunnelling direction, with zero transverse wave vector. The gap is Eg = E_c − E_v. The Hamiltonian has diagonal elements E_c + αk² and E_v + βk² and off-diagonal element Pk. The constants α and β hold the free-electron term and the influence of other bands.

Near the edges, second-order perturbation theory gives

E ≈ E_c + (α + P²/Eg)k²,
E ≈ E_v + (β − P²/Eg)k².

Comparing with E_c + ħ²k²/2m_c and E_v − ħ²k²/2m_v, with both masses positive,

ħ²/2m_c = α + P²/Eg,
ħ²/2m_v = P²/Eg − β.

Inside the gap write E = E_c − ε and h = Eg − ε, the height above the valence edge. The eigenvalue condition is

(ε + αk²)(−h + βk²) − P²k² = 0.

Setting k² = −κ² and changing the overall sign,

(ε − ακ²)(h + βκ²) = P²κ².  (1)

Multiply out and collect the terms in κ²:

εh − αβκ⁴ = κ²(P² + αh − βε).

The bracket can be written with the edge masses. Since h + ε = Eg,

hħ²/2m_c + εħ²/2m_v = αh − βε + P²(h + ε)/Eg = αh − βε + P².

Drop the κ⁴ term and divide by εhκ². The result is the Franz dispersion:

1/κ² = ħ²/(2m_c ε) + ħ²/[2m_v(Eg − ε)].  (2)

The first term is 1/κ_par². The second is positive, so 1/κ² is larger and κ is smaller:

κ = κ_par / √{1 + m_c ε/[m_v(Eg − ε)]} < κ_par.

The true decay is therefore slower than yours, within this model. For ε ≪ Eg the relative reduction is m_c ε/(2m_v Eg), which vanishes at the edge. That is the region where a band-edge mass is justified.

**Does the dropped term spoil the inequality?**

It does not if α > −ħ²/2m_v, which includes every α ≥ 0. Let F be the left side of (1) minus the right side. At κ = 0, F = εh > 0. At κ_par² = ε/(α + P²/Eg) we have ε − ακ_par² = κ_par²P²/Eg, so

F = κ_par²(P²/Eg)(h + βκ_par² − Eg) = κ_par²(P²/Eg)(βκ_par² − ε).

This is negative when βκ_par² < ε, that is, when β < α + P²/Eg. Since P²/Eg − β = ħ²/2m_v, the condition reads α > −ħ²/2m_v, whatever the depth. Then F < 0. F has changed sign, so the smallest root of (1) lies below κ_par.

**Where the decay is fastest**

Setting the ε-derivative of (2) to zero gives m_c ε² = m_v(Eg − ε)², or

ε* = Eg√m_v/(√m_c + √m_v).

Substituting this back,

1/κ_max² = ħ²(√m_c + √m_v)²/(2Eg m_c m_v).

For equal masses the peak is at midgap. A heavier valence band moves it towards the valence edge.

**A check on a crystal with many bands**

Equation (2) can be tested where no two-band assumption is made. Consider −ψ″ + 0.8 cos(2x)ψ = Eψ, in units with ħ²/2m₀ = 1. Its lowest gap has edge masses 0.165 m₀ (conduction) and 0.246 m₀ (valence), found by plane-wave diagonalization. The decay constant was found separately, by integrating the equation over one period. At nine depths from 0.1 to 0.9 of the gap, (2) differs from that κ by at most 0.5 %. The parabola is 30 % too large at midgap and 166 % too large at 0.9 of the gap. This close agreement belongs to a narrow gap with light masses. If the coefficient 0.8 is raised to 2.66, the edge masses become 0.38 m₀ and 1.37 m₀, and the largest error of (2) grows to 5 %. The parabola still overestimates κ at all nine depths.

**Your contact**

I take Eg = 5 eV, ε = 2 eV, d = 1 nm and, as an assumption, m_c = m_v = m = 0.4 m₀. With ħ²/2m₀ = 0.0381 eV nm²,

κ_par = √(0.4 × 2/0.0381) = 4.58 nm⁻¹.

For equal masses (2) becomes κ² = 2mε(1 − ε/Eg)/ħ², so

κ = 4.58 × √(1 − 2/5) = 3.55 nm⁻¹.

The exponent 2κd falls from 9.16 to 7.10, and the exponential factor rises by 7.9. At ε = 0.1 eV the same formulas give 1.025 and 1.014 nm⁻¹, a difference of 1 %. At ε = 4 eV they give 6.48 and 2.90 nm⁻¹.

A parabola can still reproduce κ at one energy if its mass is fitted there. That tunnelling mass is m(1 − ε/Eg) = 0.24 m₀, not the edge mass. If you keep 0.4 m₀ and deduce a barrier from the true κ, you get ε(1 − ε/Eg) = 1.2 eV instead of 2 eV.

**The prefactor gives some of it back**

For equal masses with α = β = 0, replace k by −i d/dx. With conduction envelope u and valence envelope v, the two equations are

εu − iPv′ = 0,
−iPu′ − hv = 0.

The second gives v = −iPu′/h, and the first becomes εu = (P²/h)u″. Here P² = ħ²Eg/2m, so P²/h = ħ²/2m(ε) with m(ε) = m(1 − ε/Eg). I match u and g = ħu′/m(ε) to the corresponding quantities in the metal and the silicon, which conserves current.

Let v₁ and v₂ be the electron velocities in metal and silicon, and w = ħκ/m(ε). For transmitted amplitude t, u(d) = t and g(d) = iv₂t. Continuing back to x = 0,

u(0) = t[cosh κd − i(v₂/w) sinh κd],
g(0) = t[iv₂ cosh κd − w sinh κd].

In the metal, with unit incident and r reflected amplitude, u(0) = 1 + r and g(0) = iv₁(1 − r). Eliminating r,

2 = u(0) + g(0)/(iv₁) = t[(1 + v₂/v₁) cosh κd + i(w/v₁ − v₂/w) sinh κd].

The transmission is T = (v₂/v₁)|t|²:

T = 4v₁v₂ / [(v₁ + v₂)² cosh² κd + (w − v₁v₂/w)² sinh² κd].

For a thick layer cosh² and sinh² both approach exp(2κd)/4. The cross terms ±2v₁v₂ cancel, leaving

T ≈ 16v₁v₂w² exp(−2κd) / [(w² + v₁²)(w² + v₂²)].

The parabolic layer obeys the same formula with κ_par and the fixed mass m. I hold the leads the same in both cases: 5 eV kinetic energy with the free mass in the metal, and 0.074 eV with mass 0.92 m₀ in the silicon. That is the zero-temperature Fermi energy at 10²⁰ cm⁻³; at 300 K the Fermi level lies at 0.065 eV. The prefactor is 1.00 for the parabola and 0.75 for Franz, because w² = 2ε/m(ε) has grown. The transmissions are 1.0 × 10⁻⁴ and 6.2 × 10⁻⁴, a ratio of 6.0 rather than 7.9. With everything else fixed, your estimate of the layer's resistance would be too high by about that factor. The assumed metal energy matters little here: from 2 to 10 eV the ratio runs from 5.4 to 6.5.

**How far to trust the factor of six**

The factor depends strongly on the valence mass. That mass must belong to the band that couples along the tunnelling direction, which need not be the heaviest hole band. With m_v = 1 m₀ the ratio of exponentials drops from 7.9 to 2.8, and with 2 m₀ to 1.7. The last case is what two bands alone give if α = β = ħ²/2m₀, since then 1/m_v = 1/m_c − 2/m₀. The κ⁴ term then lowers κ from 4.30 to 4.15 nm⁻¹. For equal masses with α = −β = ħ²/2m₀ it raises κ from 3.55 to 3.62 nm⁻¹. Both remain below 4.58 nm⁻¹. The direction of the correction is thus firmer than its size, but the proof above needs α > −ħ²/2m_v. If remote bands make α negative and the valence band is heavy, this can fail and κ can exceed κ_par: α = −0.5 ħ²/2m₀ with m_v = 5 m₀ puts it 6 % above.

My parameters are rough values in the regime of silicon nitride on silicon. A real film of 1 nm is amorphous and a few atoms thick, so a bulk gap and mass are themselves approximations, and I cannot put a number on that error. Other effects can be sized for the same contact:

- An extra 0.1 nm of thickness lowers the Franz transmission by a factor of 2.0. A fit with adjustable thickness could therefore hide the wrong dispersion.
- A 0.3 V drop that reduces the depth across the layer changes the exponent from 7.10 to 6.99. The field is 3 MV/cm, against a breakdown field of very roughly 10 MV/cm.
- Shifting the depth by the silicon Fermi energy, in either direction, changes the exponent by at most 0.05. Putting that energy into transverse motion with mass 0.19 m₀ adds 0.10. This applies to the silicon valleys centred on zero transverse wave vector.
- A residual band bending of 0.2 eV in the silicon adds about 1.4 to the exponent if the region is taken as fully depleted. Keeping the free carriers in Poisson's equation raises this to 1.6 at zero temperature and 1.7 to 1.9 at 300 K, so the absolute transmission falls five- to sevenfold. The Franz-to-parabolic ratio hardly moves: solving layer and bending together gives 6.2 instead of 6.0.
- Thermionic emission over 2 eV at 300 K carries a factor of order 10⁻³⁴ and is negligible.

Image forces are less well settled. In a classical estimate, with the optical relative permittivity 4 for the layer and 11.7 for silicon, they bring each band edge 0.21 eV closer to the electron's energy at mid-layer. Used as a uniform shift, this gives ε = 1.79 eV and h = 2.79 eV, hence κ ≈ 3.38 nm⁻¹ and about 1.4 times more transmission. The classical shift diverges at both faces, so the full effect is larger. With κ set to zero wherever either distance would become negative, integrating (2) over the layer gives an exponent of 5.93 and about 3 times more transmission. With permittivity 7, nearer the static value of silicon nitride, the factor is 1.9. Both figures leave out screening by the free carriers of n⁺ silicon. In the limit where the silicon screens as a perfect conductor, they become 4.3 and 2.5. All these figures keep the edge masses at 0.4 m₀ while the gap narrows. If P is held fixed instead, as the two-band equations with α = β = 0 suggest, κ² = εh/P². The uniform shift then gives κ ≈ 3.24 nm⁻¹ and a factor of 1.9, and the four integrated factors become 5.2, 2.6, 7.4 and 3.7. With permittivity 4 and the image shift applied to both dispersions, the Franz-to-parabolic ratio of exponentials goes from 7.9 to 4.9 with fixed masses and to 8.0 with fixed P. These are rough figures, also because the classical shift fails within an atomic distance of the faces. The program's two lines for this integral read "nan" because its quotient εh/(ε + h) is 0/0 close to the faces.

If your layer had a small conduction-band offset, so that m_c ε ≪ m_v(Eg − ε), the parabola would serve. At 2 eV in a 5 eV gap, use (2) with the mass of the coupled valence band, and treat the uncertainty in that mass as part of the answer.

Numbers as computed

```
Crystal test: m_c = 0.1651 m0, m_v = 0.2460 m0
Crystal test: largest Franz error 0.50 %
Crystal test: parabolic error at midgap 29.9 %
Crystal test: parabolic error at 0.9 gap 166.0 %
hbar^2/(2 m0) = 0.038100 eV nm^2
Gap 5.0 eV, depth 2.0 eV, masses 0.4 m0, width 1.0 nm
kappa parabolic = 4.582 1/nm
kappa Franz = 3.549 1/nm
Ratio Franz/parabolic = 0.7746
Exponent 2 kappa d: parabolic 9.165, Franz 7.099
exp(-2 kappa d): parabolic 1.047e-04, Franz 8.260e-04
Ratio of exponentials = 7.89
Metal kinetic energy 5.0 eV, Si Fermi energy 0.0740 eV
Prefactor: parabolic 0.999, Franz 0.754
Layer transmission: parabolic 1.045e-04, Franz 6.227e-04
Ratio of layer transmissions = 5.96
Tunnelling mass = 0.240 m0
Apparent barrier with edge mass = 1.200 eV
Width giving same exponent, Franz/parabolic = 1.291
depth 0.1 eV: parabolic 1.025, Franz 1.014 1/nm
depth 1.0 eV: parabolic 3.240, Franz 2.898 1/nm
depth 2.0 eV: parabolic 4.582, Franz 3.549 1/nm
depth 2.5 eV: parabolic 5.123, Franz 3.623 1/nm
depth 4.0 eV: parabolic 6.480, Franz 2.898 1/nm
depth 4.9 eV: parabolic 7.172, Franz 1.014 1/nm
Reduction at 0.1 eV: 1.01 %, estimate 1.00 %
m_v 0.4 m0: kappa 3.549 1/nm, exponential ratio 7.89
m_v 1.0 m0: kappa 4.071 1/nm, exponential ratio 2.78
m_v 2.0 m0: kappa 4.304 1/nm, exponential ratio 1.74
m_v 1.0 m0: peak kappa 4.438 1/nm at depth 3.063 eV
With kappa^4 term, m_v 0.4 m0: kappa 3.623 1/nm
With kappa^4 term, m_v 2.0 m0: kappa 4.147 1/nm
Drop 0.3 V: field 3.0 MV/cm, exponent 6.991
Permittivities: layer optical 4.0, silicon 11.7
Image energy at mid-layer = -0.211 eV
Exponent with image narrowing = nan
Transmission factor from image narrowing = nan
Exponent change, energy spread = 0.047
Exponent change, transverse momentum = 0.103
Transmission factor per 0.1 nm of width = 2.03
Si doping 1.0e+20 cm^-3, band bending 0.2 eV
Depletion width 1.61 nm, added exponent 1.391
Thermionic factor exp(-eps/kT) at 300 K = 2.5e-34
```
